# Lithium from one determinant of Slater 1s and 2s functions: a program that tests the result

```python
# Lithium atom, best restricted determinant |phi(alpha) phi(beta) t(alpha)|
# built from two normalised Slater functions whose overlap is retained:
#   s ~ exp(-a r),  t ~ r exp(-b r),  phi ~ s + c t.
# Result under test: the minimum over a, b, c lies at a = 2.691, b = 0.640
# with E = -7.4185 hartree; the bare core (c = 0) gives a higher energy.
# Closed formulas are compared with radial quadrature and with an explicit
# permutation sum for the determinant of non-orthogonal spin orbitals.
# Symbols: S overlap of s and t; u is t orthogonalised to s; h one-electron
# Hamiltonian; F = h + repulsion from the two alpha electrons.
# Hartree atomic units throughout.
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize, minimize_scalar

Z = 3.0


def closed_integrals(a, b):
    p, w, m = a + b, 3*a + b, a + 3*b
    N = (2*b)**2.5 / np.sqrt(24.0)
    A = 2*a**1.5 * N
    S = 6*A / p**4
    return {
        "S": S,
        "h_ss": a**2/2 - Z*a,
        "h_tt": b**2/6 - Z*b/2,
        "h_st": -a**2*S/2 + 2*(a - Z)*A/p**3,
        "(ss|ss)": 5*a/8,
        "(tt|tt)": 93*b/256,
        "(st|st)": 33*A**2/(4*p**7),
        "(ss|tt)": b/2 - N**2*(6/(2*p)**4 + 24*a/(2*p)**5),
        "(ss|st)": A*(2/p**3 - 2/w**3 - 6*a/w**4),
        "(tt|st)": A*(2/p**3 - 2/m**3 - 9*b/m**4
                      - 24*b**2/m**5 - 40*b**3/m**6),
    }


def closed_energy(a, b):
    q = closed_integrals(a, b)
    S = q["S"]
    D = 1 - S**2
    E_alpha = q["h_ss"] + (q["h_tt"] - 2*S*q["h_st"] + S**2*q["h_ss"]
                           + q["(ss|tt)"] - q["(st|st)"])/D
    F_ss = q["h_ss"] + (q["(ss|ss)"] + q["(ss|tt)"] - 2*S*q["(ss|st)"])/D
    F_st = q["h_st"] + (q["(ss|st)"] + q["(tt|st)"] - 2*S*q["(st|st)"])/D
    F_tt = q["h_tt"] + (q["(ss|tt)"] + q["(tt|tt)"] - 2*S*q["(tt|st)"])/D
    F_su = (F_st - S*F_ss)/np.sqrt(D)
    F_uu = (F_tt - 2*S*F_st + S**2*F_ss)/D
    eps = (F_ss + F_uu)/2 - np.sqrt(((F_ss - F_uu)/2)**2 + F_su**2)
    tan = (eps - F_ss)/F_su
    return {"E": E_alpha + eps, "E_bare": E_alpha + F_ss,
            "E_alpha": E_alpha, "F_ss": F_ss, "F_st": F_st, "F_tt": F_tt,
            "F_su": F_su, "F_uu": F_uu, "eps": eps, "tan": tan,
            "c": tan/(np.sqrt(D) - S*tan)}


# Radial quadrature directly from the functions and their derivatives.
nodes, weights = np.polynomial.legendre.leggauss(160)
y, wy = (nodes + 1)/2, weights/2
r, wr = 40*y**2, 80*y*wy


def quadrature_integrals(a, b):
    def raw(x):
        return np.array([np.exp(-a*x), x*np.exp(-b*x)])
    slope = np.array([-a*np.exp(-a*r), (1 - b*r)*np.exp(-b*r)])
    norm = 1/np.sqrt(np.sum(wr*r**2*raw(r)**2, axis=1))
    R = raw(r)*norm[:, None]
    dR = slope*norm[:, None]
    inner_r = r[:, None]*y[None, :]
    R_in = raw(inner_r)*norm[:, None, None]
    overlap = np.einsum("k,ik,jk->ij", wr*r**2, R, R)
    kinetic = 0.5*np.einsum("k,ik,jk->ij", wr*r**2, dR, dR)
    nuclear = -Z*np.einsum("k,ik,jk->ij", wr*r, R, R)
    dens = np.einsum("ik,jk->ijk", R, R)
    charge = np.zeros((2, 2, len(r)))
    for i in range(2):
        for j in range(2):
            charge[i, j] = r*np.sum(wy*inner_r**2*R_in[i]*R_in[j], axis=1)
    rep = np.einsum("k,ijk,lmk->ijlm", wr*r, dens, charge)
    rep = rep + rep.transpose(2, 3, 0, 1)
    return overlap, kinetic, nuclear, rep


def permutation_sign(perm):
    return round(np.linalg.det(np.eye(3)[list(perm)]))


def determinant_mean(c, overlap, one, rep):
    # Mean value from all permutations; no orthogonalisation is used.
    C = np.array([[1.0, c], [1.0, c], [0.0, 1.0]])
    spin = np.array([0, 1, 0])
    same = (spin[:, None] == spin[None, :]).astype(float)
    o = same*(C @ overlap @ C.T)
    f = same*(C @ one @ C.T)
    g = np.einsum("ip,jq,kr,ls,pqrs->ijkl", C, C, C, C, rep)
    g = g*same[:, :, None, None]*same[None, None, :, :]
    top = bottom = 0.0
    for P in permutations(range(3)):
        sign = permutation_sign(P)
        bottom += sign*o[0, P[0]]*o[1, P[1]]*o[2, P[2]]
        for k in range(3):
            i, j = [n for n in range(3) if n != k]
            top += sign*f[k, P[k]]*o[i, P[i]]*o[j, P[j]]
            top += sign*g[i, P[i], j, P[j]]*o[k, P[k]]
    return top/bottom


options = {"xatol": 1e-9, "fatol": 1e-13, "maxiter": 2000, "maxfev": 4000}
best = minimize(lambda x: closed_energy(*x)["E"], [2.70, 0.65],
                method="Nelder-Mead", options=options)
bare = minimize(lambda x: closed_energy(*x)["E_bare"], [2.70, 0.65],
                method="Nelder-Mead", options=options)
a, b = best.x
q, e = closed_integrals(a, b), closed_energy(a, b)

# Closed formulas against quadrature and permutation sum, at the optimum
# and at an unrelated pair of exponents.
index = {"(ss|ss)": (0, 0, 0, 0), "(tt|tt)": (1, 1, 1, 1),
         "(st|st)": (0, 1, 0, 1), "(ss|tt)": (0, 0, 1, 1),
         "(ss|st)": (0, 0, 0, 1), "(tt|st)": (1, 1, 0, 1)}
for ta, tb in [(a, b), (2.3, 0.9)]:
    ov, kin, nuc, rep = quadrature_integrals(ta, tb)
    ref, en = closed_integrals(ta, tb), closed_energy(ta, tb)
    h = kin + nuc
    assert abs(ov[0, 1] - ref["S"]) < 1e-9
    for name, (i, j) in {"h_ss": (0, 0), "h_tt": (1, 1),
                         "h_st": (0, 1)}.items():
        assert abs(h[i, j] - ref[name]) < 1e-9, name
    for name, place in index.items():
        assert abs(rep[place] - ref[name]) < 1e-9, name
    assert abs(determinant_mean(0.0, ov, h, rep) - en["E_bare"]) < 1e-8
    direct = minimize_scalar(lambda c: determinant_mean(c, ov, h, rep),
                             bounds=(-0.5, 0.5), method="bounded",
                             options={"xatol": 1e-10})
    assert abs(direct.fun - en["E"]) < 1e-8
    assert abs(direct.x - en["c"]) < 1e-5

# Stated result, minimum property and virial relation.
assert abs(a - 2.691) < 1e-3 and abs(b - 0.640) < 1e-3
assert abs(e["E"] + 7.4185) < 6e-5
grid_a, grid_b = np.meshgrid(np.linspace(0.5, 5, 91), np.linspace(0.2, 5, 97))
assert np.min(closed_energy(grid_a, grid_b)["E"]) > e["E"]
ov, kin, nuc, rep = quadrature_integrals(a, b)
T = determinant_mean(e["c"], ov, kin, np.zeros_like(rep))
assert abs(e["E"] + T) < 1e-5

# The bare core is measurably worse; dropping the overlap is spuriously low.
assert bare.fun - e["E"] > 3e-4
dropped = determinant_mean(0.0, np.eye(2), kin + nuc, rep)
assert dropped < e["E"] - 0.05
gain = e["E_bare"] - e["E"]
gain_estimate = e["F_su"]**2/(e["F_uu"] - e["F_ss"])
assert abs(gain_estimate/gain - 1) < 0.01

eV = physical_constants["Hartree energy in eV"][0]
print(f"nuclear charge Z = {Z:.0f}")
print(f"optimal 1s exponent a = {a:.4f} bohr^-1")
print(f"optimal 2s exponent b = {b:.4f} bohr^-1")
print(f"overlap S = {q['S']:.6f}")
print(f"D = 1 - S^2 = {1 - q['S']**2:.6f}")
for name in q:
    if name != "S":
        print(f"{name} = {q[name]:.6f} hartree")
for name in ["E_alpha", "F_ss", "F_st", "F_tt", "F_su", "F_uu", "eps"]:
    print(f"{name} = {e[name]:.6f} hartree")
print(f"tan(theta) = {e['tan']:.5f}")
print(f"mixing c in phi ~ s + c t = {e['c']:.5f}")
print(f"minimum energy E = {e['E']:.6f} hartree")
print(f"minimum energy E = {e['E']*eV:.3f} eV")
print(f"kinetic energy T at minimum = {T:.6f} hartree")
print(f"bare core, same exponents: E = {e['E_bare']:.6f} hartree")
print(f"gain from mixing, same exponents = {gain:.6f} hartree")
print(f"gain estimated from F_su = {gain_estimate:.6f} hartree")
print(f"bare core, own optimum: a = {bare.x[0]:.4f} bohr^-1")
print(f"bare core, own optimum: b = {bare.x[1]:.4f} bohr^-1")
print(f"bare core, own optimum: E = {bare.fun:.6f} hartree")
print(f"overlap dropped, same exponents: {dropped:.6f} hartree")
print(f"spurious lowering vs bare core = {e['E_bare']-dropped:.6f} hartree")
print(f"start a=2.70, b=0.65: E = {closed_energy(2.70, 0.65)['E']:.6f} hartree")
for da, db in [(-0.05, 0), (0.05, 0), (0, -0.05), (0, 0.05)]:
    shifted = closed_energy(a + da, b + db)["E"]
    assert shifted > e["E"]
    print(f"shift a by {da:+.2f}, b by {db:+.2f}: E = {shifted:.6f} hartree")
print("all assertions hold")
```

It prints:

```
nuclear charge Z = 3
optimal 1s exponent a = 2.6906 bohr^-1
optimal 2s exponent b = 0.6396 bohr^-1
overlap S = 0.162673
D = 1 - S^2 = 0.973538
h_ss = -4.452147 hartree
h_tt = -0.891230 hartree
h_st = -0.644701 hartree
(ss|ss) = 1.681647 hartree
(tt|tt) = 0.232358 hartree
(st|st) = 0.020196 hartree
(ss|tt) = 0.318666 hartree
(ss|st) = 0.161144 hartree
(tt|st) = 0.050583 hartree
E_alpha = -4.966583 hartree
F_ss = -2.451314 hartree
F_st = -0.433967 hartree
F_tt = -0.342133 hartree
F_su = -0.035681 hartree
F_uu = -0.273036 hartree
eps = -2.451899 hartree
tan(theta) = 0.01638
mixing c in phi ~ s + c t = 0.01664
minimum energy E = -7.418482 hartree
minimum energy E = -201.867 eV
kinetic energy T at minimum = 7.418482 hartree
bare core, same exponents: E = -7.417898 hartree
gain from mixing, same exponents = 0.000584 hartree
gain estimated from F_su = 0.000584 hartree
bare core, own optimum: a = 2.6864 bohr^-1
bare core, own optimum: b = 0.6373 bohr^-1
bare core, own optimum: E = -7.417919 hartree
overlap dropped, same exponents: -7.496740 hartree
spurious lowering vs bare core = 0.078842 hartree
start a=2.70, b=0.65: E = -7.418333 hartree
shift a by -0.05, b by +0.00: E = -7.416104 hartree
shift a by +0.05, b by +0.00: E = -7.416099 hartree
shift a by +0.00, b by -0.05: E = -7.416997 hartree
shift a by +0.00, b by +0.05: E = -7.416986 hartree
all assertions hold
```
